# A heated film between cold black walls: Marshak jumps and Fourier's law

A film fills $0<x<d$ and is heated at the uniform rate $Q$ per volume. Heat is carried by gray phonons: all have the same speed $v$, relaxation time $\tau$ and mean free path $L=v\tau$, and their heat capacity per volume is $C$. Scattering conserves energy and makes directions random. The heating feeds all directions equally.

The walls are black and cold: they absorb every phonon that reaches them and emit as bodies at a fixed reference temperature. All energies below are excesses over equilibrium at that temperature, so the walls emit no excess energy. Temperature rises are small enough for $C$, $v$ and $\tau$ to be constant.

Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis, and write $\langle f\rangle=\tfrac12\int_{-1}^{1}f\,d\mu$ for the average over directions. The excess energy density per direction, $g(x,\mu)$, is normalised so that $\langle g\rangle=C\theta$. This defines the temperature rise $\theta(x)$ even where the phonons are far from equilibrium. The steady transport equation is

$$v\mu\,\frac{\partial g}{\partial x}=\frac{C\theta-g}{\tau}+Q .$$

## Part (a)

**Question.** Find the heat flux $q(x)=v\langle\mu g\rangle$ without approximating the angular dependence of $g$. Then assume that $g$ is linear in $\mu$ (the P1 approximation) and find the relation between $q$ and $\theta$.

**Answer.** Average the transport equation over directions. The left side becomes $dq/dx$. The scattering term vanishes because $\langle g\rangle=C\theta$. Hence

$$\frac{dq}{dx}=Q .$$

The film and its walls are symmetric about $x=d/2$, so the flux is zero there, and

$$q(x)=Q\left(x-\frac d2\right).$$

At the left wall $q(0)=-Qd/2$. The minus sign means that heat leaves towards negative $x$.

Now put $g=a+b\mu$. Since $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=\tfrac13$, the definitions of $\theta$ and $q$ give $a=C\theta$ and $q=vb/3$, so

$$g=C\theta+\frac{3q}{v}\,\mu .$$

Multiply the transport equation by $\mu$ and average. On the left, $\langle\mu^2g\rangle=C\theta/3$, because $\langle\mu^3\rangle=0$. On the right, the terms $C\theta/\tau$ and $Q$ do not depend on direction and drop out, while $-\langle\mu g\rangle/\tau=-q/(v\tau)$ remains:

$$\frac{vC}{3}\frac{d\theta}{dx}=-\frac{q}{v\tau}
\quad\Longrightarrow\quad
q=-k\frac{d\theta}{dx},\qquad k=\frac{Cv^2\tau}{3}=\frac{CvL}{3}.$$

In this approximation Fourier's law holds inside the film for any thickness. The effect of a finite mean free path must therefore enter through the walls.

## Part (b)

**Question.** Marshak's condition requires the energy flux that enters the film from each wall to have the correct value. Use it to find $\theta$ at the walls.

**Answer.** At $x=0$ the phonons entering the film have $\mu>0$. Their energy flux is

$$J_{\rm in}=\frac v2\int_0^1\mu\,g\,d\mu
=\frac v2\left(\frac{C\theta}{2}+\frac{3q}{v}\cdot\frac13\right)
=\frac{Cv\theta}{4}+\frac q2 .$$

A cold black wall sends in no excess energy, so $J_{\rm in}=0$. With $q(0)=-Qd/2$,

$$\theta(0)=-\frac{2q(0)}{Cv}=\frac{Qd}{Cv}=\frac{QdL}{3k},$$

where the last form uses $Cv=3k/L$. At $x=d$ the entering phonons have $\mu<0$. Their flux has magnitude $Cv\theta/4-q/2$, and $q(d)=Qd/2$ gives the same rise.

This is a jump: the wall itself has zero rise, while the phonons beside it have a finite energy density, because those leaving the film bring energy from inside.

The condition fixes an integral over the entering directions, not $g$ in each direction. At the left wall the P1 form is

$$g(0,\mu)=\frac{Qd}{v}\left(1-\frac{3\mu}{2}\right),$$

which is positive for $0<\mu<\tfrac23$ and negative for $\mu>\tfrac23$, whereas the true entering distribution is zero throughout. The two errors cancel in the flux, but the distribution remains wrong. Part (d) finds what this costs.

## Part (c)

**Question.** Fourier's solution takes $\theta=0$ at both walls. Show that the Marshak jumps multiply its centre rise by $1+8L/3d$ and its average rise by $1+4L/d$. Interpret the limits of thick and thin films.

**Answer.** From part (a), $d\theta/dx=-(Q/k)(x-d/2)$. Integrating from the left wall gives

$$\theta(x)=\theta(0)+\frac{Q}{2k}\,x(d-x)
=\frac{QdL}{3k}+\frac{Q}{2k}\,x(d-x).$$

The second term is Fourier's solution. Its value at the centre is

$$\theta_{F,c}=\frac{Q}{2k}\cdot\frac{d^2}{4}=\frac{Qd^2}{8k}.$$

Since $\int_0^d x(d-x)\,dx=d^3/2-d^3/3=d^3/6$, its average is

$$\theta_{F,a}=\frac1d\cdot\frac{Q}{2k}\cdot\frac{d^3}{6}=\frac{Qd^2}{12k}.$$

The jump raises the whole parabola by one constant, so the same amount is added to both values:

$$\frac{\theta_c}{\theta_{F,c}}=1+\frac{QdL}{3k}\cdot\frac{8k}{Qd^2}=1+\frac{8L}{3d},$$

$$\frac{\theta_a}{\theta_{F,a}}=1+\frac{QdL}{3k}\cdot\frac{12k}{Qd^2}=1+\frac{4L}{d}.$$

The average has the larger factor because the same jump is divided by a smaller Fourier rise.

For $d\gg L$ both factors tend to one. The jump equals Fourier's centre rise at $d=8L/3$ and Fourier's average rise at $d=4L$, so the correction is already large in films several mean free paths thick. For $d\ll L$ the model gives a nearly flat rise $Qd/(Cv)$, which contains no scattering length: energy is produced in proportion to $d$ and carried out at a speed of order $v$.

Both factors follow from the P1 form with Marshak's condition at any $L/d$. They are not exact results of the transport equation.

## Part (d)

**Question.** Remove the P1 approximation. Derive an integral equation for $\theta$, and use it to judge the factors of part (c) for thin and for thick films.

**Answer.** Let $t=x/L$, $\delta=d/L$ and $S=C\theta+Q\tau$. The transport equation becomes $\mu\,\partial g/\partial t+g=S$. For $\mu>0$, with nothing entering at $t=0$, its solution is

$$g(t,\mu)=\int_0^t S(t')\,e^{-(t-t')/\mu}\,\frac{dt'}{\mu},$$

and the phonons with $\mu<0$ give the mirror expression from the other wall. Averaging over directions produces the function $E_1(z)=\int_0^1e^{-z/\mu}\,d\mu/\mu$:

$$C\theta(t)=\frac12\int_0^\delta E_1(|t-t'|)\,S(t')\,dt' .$$

Define $u=C\theta/(Q\tau)$, so that $S=Q\tau(1+u)$. Then

$$u(t)=\frac12\int_0^\delta E_1(|t-t'|)\,[1+u(t')]\,dt' .$$

In these units $\theta=u\,QL/(Cv)$, and the Marshak average is $\delta^2/4+\delta$.

*Thin film.* For $\delta\ll1$, $u$ is small and can be dropped beside 1 on the right. For small $z$, $E_1(z)\approx-\gamma-\ln z$, with Euler's constant $\gamma\approx0.577$. The average needs

$$\int_0^\delta\!\!\int_0^\delta\ln|t-t'|\,dt\,dt'
=2\int_0^\delta(\delta-z)\ln z\,dz
=\delta^2\left(\ln\delta-\frac32\right),$$

and therefore

$$u_a\approx\frac{\delta}{2}\left(\ln\frac1\delta+\frac32-\gamma\right).$$

Marshak's value is $\delta$ in this limit. The ratio of the true average to Marshak's thus grows without bound, as $\tfrac12\ln(L/d)$. The logarithm comes from small $\mu$ in $\int d\mu/\mu$: phonons moving nearly parallel to the film have a long way to go before they meet a wall, and their energy accumulates. A distribution linear in $\mu$ cannot describe this narrow range of directions. At $L/d=1000$ the logarithmic law gives $u_a=3.92\times10^{-3}$ and numerical solution of the integral equation gives $3.93\times10^{-3}$, while Marshak's value is $1.00\times10^{-3}$.

*Thick film.* Far from the walls, measure $y=t-\delta/2$ from the centre and try $1+u=A-\tfrac32y^2$. With the integration extended to infinity, $\tfrac12\int E_1(|z|)\,dz=1$ and $\tfrac12\int E_1(|z|)z^2\,dz=\tfrac23$. The integral on the right is then $A-\tfrac32y^2-1$, which equals $u$ as required. This is Fourier's curvature, so full transport changes the interior parabola by a constant alone, up to terms that die out away from the walls.

That constant is set by the walls. Near a wall the parabola has slope $3\delta/2$ per unit $t$. The Marshak jump $\delta$ means that the profile extrapolates to zero at a distance $2L/3$ outside the film. For a source-free half-space with a black boundary, full transport gives Milne's extrapolation length, $0.7104L$. In a thick film the flux changes little within one mean free path of the wall, so this length applies to leading order:

$$\frac{\theta_c}{\theta_{F,c}}\approx1+4(0.7104)\frac Ld=1+2.84\frac Ld,
\qquad
\frac{\theta_a}{\theta_{F,a}}\approx1+6(0.7104)\frac Ld=1+4.26\frac Ld .$$

As a test, the centre rises computed from the integral equation for films $10L$ and $14L$ thick imply an extrapolation length of $0.7107L$.

Marshak's coefficients $8/3$ and $4$ are therefore about 6% below the leading thick-film ones. Between the limits, the computed centre rise exceeds Marshak's by a factor 1.01 at $L/d=0.05$, 1.07 at 0.2, 1.32 at 1 and 1.99 at 10. The factors of part (c) are useful corrections for films thicker than a few mean free paths, and rough estimates near $d=L$.

## Part (e)

**Question.** Suppose each wall absorbs a fraction $\alpha$ of the arriving energy and reflects the rest. How does the Marshak jump change?

**Answer.** At $x=0$ the flux arriving at the wall, counted positive, is $J_{\rm out}=Cv\theta/4-q/2$. The flux returning to the film is the reflected part, so $J_{\rm in}=(1-\alpha)J_{\rm out}$:

$$\frac{Cv\theta}{4}+\frac q2=(1-\alpha)\left(\frac{Cv\theta}{4}-\frac q2\right)
\quad\Longrightarrow\quad
\alpha\,\frac{Cv\theta}{4}=-(2-\alpha)\frac q2 .$$

With $q(0)=-Qd/2$,

$$\theta(0)=\frac{2-\alpha}{\alpha}\,\frac{Qd}{Cv}.$$

For $\alpha=1$ this is the black-wall jump. For small $\alpha$ it grows as $2/\alpha$, because the same power must leave through walls that let little of it pass. The terms $8L/3d$ and $4L/d$ are both multiplied by $(2-\alpha)/\alpha$.

## Part (f)

**Question.** A tellurium film 40 nm thick carries an in-plane current density of 1.0 MA/cm² in a field of 0.01 MV/cm, with walls at 300 K. Take as rough typical values an atomic density of $2.9\times10^{22}$ cm⁻³, a phonon speed of 1500 m/s and a bulk conductivity of 2.0 W/(m K) in the cross-film direction. (A value measured across the thin film itself would already include the effect of the walls.) Count the three acoustic branches, out of nine, as the heat carriers. Find the centre and average rises, and judge the assumptions.

**Answer.** The Joule heating is

$$Q=(10^6\ \text{A/cm}^2)(10^4\ \text{V/cm})=10^{10}\ \text{W/cm}^3 .$$

Nine branches mean three atoms per cell, so three acoustic branches supply one mode per atom. Each mode contributes $k_B$ in the classical limit, giving $C=0.400$ J/(cm³ K). With $k=0.020$ W/(cm K) and $v=1.5\times10^5$ cm/s,

$$L=\frac{3k}{Cv}=\frac{0.060}{0.400\times1.5\times10^5}\ \text{cm}=10.0\ \text{nm},
\qquad \frac Ld=0.250 .$$

Fourier's centre rise and the Marshak jump are

$$\frac{Qd^2}{8k}=\frac{10^{10}(4\times10^{-6})^2}{8\times0.020}\ \text{K}=1.00\ \text{K},
\qquad
\frac{Qd}{Cv}=\frac{4\times10^4}{6.01\times10^4}\ \text{K}=0.67\ \text{K}.$$

The centre rise is therefore 1.67 K, a factor 1.67. Fourier's average of 0.67 K becomes 1.33 K, a factor 2.00. Full gray transport gives 1.81 K and 1.45 K, so both Marshak values are 8% low relative to it. At the wall the error has the opposite sign: full transport gives 0.615 K, below the Marshak jump. Using Milne's length in the leading thick-film formula gives 1.71 K at the centre. The remaining 0.10 K comes from terms of higher order in $L/d$.

These inputs are an illustrative case of a heavily loaded tellurium transistor channel, not data from a particular device. They correspond to a current of 0.4 mA per micrometre of width. Channels can be thinner than 40 nm. At 10 nm, with the same $L$, $L/d$ is about 1 and the full centre rise is about 1.3 times Marshak's. One assumption that can fail badly in a device is that of cold black walls. A black wall corresponds to a boundary conductance, wall flux over Marshak jump, of $Cv/2=300$ MW/(m² K). If half the arriving energy is reflected, this falls to 100 MW/(m² K) and the Marshak jump rises from 0.67 K to 2.0 K. If one wall passes no heat and reflects specularly, the film behaves as half of a film twice as thick, and full gray transport gives a peak rise of 5.5 K. If each wall is a 10 nm oxide layer of conductivity 1.4 W/(m K), cold on its far side, the wall flux of $2.0\times10^4$ W/cm² warms its inner face by 1.4 K, which adds to the rise everywhere in the film.

The gray assumption is another limit, because real phonons have a wide spread of mean free paths. Suppose half the heat capacity belongs to phonons with a mean free path of 2 nm and half to phonons with 18 nm, with the heating shared equally. Let both groups relax towards one common local temperature fixed by energy conservation, so that scattering passes energy between them. Then $C$, $v$ and $k$ are unchanged, but full transport gives a centre rise, measured by the total energy density, of 2.27 K instead of 1.81 K. If the groups exchanged no energy, the rise would be 3.57 K. The gray values are therefore estimates for tellurium, not predictions.

The choice of carriers also matters. If all nine branches carried heat with the same $k$ and $v$, $C$ would triple and the jump would fall to 0.22 K. Tellurium is anisotropic as well: a conductivity 1.5 times larger across the film, at fixed $C$ and $v$, lowers the Marshak centre rise to 1.33 K; full gray transport with the longer mean free path gives 1.51 K.

Three other effects are smaller. Estimated with the metallic Lorenz number and the in-plane electrical conductivity, holes add about 4% to $k$. This is an upper estimate: at this conductivity and mobilities of 100 to 700 cm²/(V s) the holes are at most weakly degenerate, which brings the share to 2–3%. The cross-film contribution may differ. A Debye temperature of roughly 150 K lowers $C$ by about 1%. The centre rise is 0.6% of the wall temperature, which supports the use of constant coefficients. Carrier multiplication is not settled by such an estimate. A hole moving 40 nm along the field without a collision would gain 0.04 eV, well below the gap of roughly 0.33 eV, but holes can gather energy over several flights if collisions remove only part of it. The model assumes that the heating is uniform and goes directly into the acoustic phonons. In a real channel the current can crowd near the gate, and at this field the holes can be hotter than the lattice and pass much of their energy first to optical phonons. Neither effect is included.

## Numbers as computed

```
atomic density (rough input): 2.90e+22 cm^-3
phonon speed (rough input): 1500 m/s
cross-film conductivity (rough input): 2.0 W/(m K)
film thickness d: 40 nm
current density: 1.0 MA/cm2
electric field: 0.01 MV/cm
wall temperature: 300 K
heating Q: 1.00e+10 W/cm3
acoustic heat capacity C: 0.4004 J/(cm3 K)
mean free path L: 9.99 nm
ratio L/d: 0.2498
heat flux at each wall: 2.000e+04 W/cm2
Marshak wall jump: 0.6660 K
centre, Fourier rise: 1.0000 K
centre, Marshak factor: 1.6660
centre, Marshak rise: 1.6660 K
centre, full gray transport rise: 1.811 K
centre, Marshak error against full transport: -8.0 %
average, Fourier rise: 0.6667 K
average, Marshak factor: 1.9990
average, Marshak rise: 1.3327 K
average, full gray transport rise: 1.447 K
average, Marshak error against full transport: -7.9 %
Full transport rise / Marshak rise (centre, average):
  L/d = 0.05: 1.012, 1.015
  L/d = 0.2: 1.066, 1.069
  L/d = 1: 1.315, 1.276
  L/d = 10: 1.986, 1.900
  L/d = 1000: 4.026, 3.930
Milne length / L, Hopf integral: 0.7104
Milne length / L, from film solutions: 0.7107
average u at L/d = 1000, full transport: 3.931e-03
average u at L/d = 1000, logarithmic law: 3.915e-03
Neglected effects:
  jump if walls absorb 0.5 of phonons: 1.998 K
  oxide wall thickness: 10 nm
  oxide conductivity (rough): 1.4 W/(m K)
  rise across that oxide wall: 1.429 K
  conductivity ratio of crystal axes (rough): 1.5
  centre rise with better axis across film: 1.333 K
  jump if all nine branches carry, same k and v: 0.222 K
  hole heat conductivity / k: 3.7 %
  Debye temperature (rough): 150 K
  quantum cut of heat capacity: 1.25 %
  centre rise / wall temperature: 0.56 %
  hole energy gain over length d: 0.040 eV
  band gap (rough): 0.33 eV
```
